# The sign change and the π integral around a conical intersection

Suppose the nuclei of a molecule move on the lower of two electronic surfaces, along a ring-shaped valley that surrounds a point where the surfaces touch. Take the simplest model of this motion: a constant potential along the ring and a moment of inertia $I$, in Hartree atomic units. If the nuclear factor is assumed to be single-valued, it is $e^{im\varphi}$ with integer $m$, the levels are $m^2/2I$, and the ground level is nondegenerate. This is wrong if the real electronic state returns from the circuit with its sign reversed. The product of the electronic and nuclear factors must be single-valued, so the nuclear factor must then reverse its sign too. This requires $m=\pm\tfrac12,\pm\tfrac32,\dots$, and the ground level becomes a degenerate pair. The half-integer $m$ follow from the sign change alone, but the exact degeneracy also relies on the constant potential: a term in $\cos\varphi$ couples $m=+\tfrac12$ to $m=-\tfrac12$ and splits the pair. The potential curve along the ring gives no warning of this. One has to know what the electronic state does on the circuit, and what the derivative coupling between the two states records of it.

Let $H(x,y)$ be the electronic Hamiltonian as a real symmetric $N\times N$ matrix in a fixed real orthonormal basis, smooth in two nuclear coordinates. At the origin let exactly two levels coincide, at energy $E_0$, with all other levels $E_k$ a finite distance away. Single eigenvectors of this pair cannot in general be continued smoothly through the origin, but the space they span can. Its projector is

$$
P=\frac{1}{2\pi i}\oint (z-H)^{-1}\,dz ,
$$

where the contour in the complex energy plane encloses the two levels and no others. Near the origin the contour stays clear of the spectrum, so the resolvent, and with it $P$, is smooth. $P$ is also real, being the sum of projectors on two real eigenvectors.

Choose real orthonormal vectors $a_0,b_0$ in the degenerate space at the origin. The overlap matrix $S$ of $Pa_0$ and $Pb_0$ is the unit matrix there and stays positive definite nearby. The combinations

$$
(a,\;b)=(Pa_0,\;Pb_0)\,S^{-1/2}
$$

have overlap matrix $S^{-1/2}SS^{-1/2}=1$. They form a smooth real orthonormal basis of the pair. Since $P$ commutes with $H$, the pair space is invariant under $H$, and its two eigenvectors follow from the $2\times2$ matrix

$$
W=\begin{pmatrix}\langle a|H|a\rangle&\langle a|H|b\rangle\\ \langle b|H|a\rangle&\langle b|H|b\rangle\end{pmatrix}
=s\begin{pmatrix}1&0\\0&1\end{pmatrix}+\begin{pmatrix}u&v\\v&-u\end{pmatrix},
$$

with $s=(W_{aa}+W_{bb})/2$, $u=(W_{aa}-W_{bb})/2$ and $v=W_{ab}$. No coupling to the other states has been neglected; it is contained in $a$ and $b$.

Both $u$ and $v$ vanish at the origin. With $\mathbf r=(x,y)$ and $r=|\mathbf r|$, their expansion is

$$
\begin{pmatrix}u\\v\end{pmatrix}=J\mathbf r+\mathbf q(\mathbf r),\qquad |\mathbf q|\le Kr^2 .
$$

The intersection is called conical if $\det J\neq0$, and this is assumed from here on. The gap then opens linearly in every direction.

Away from the degeneracy write $u=\Delta\cos2\theta$ and $v=\Delta\sin2\theta$, with $\Delta=\sqrt{u^2+v^2}>0$. Acting on $(\cos\theta,\sin\theta)$, the traceless part of $W$ gives

$$
\Delta\begin{pmatrix}\cos2\theta\cos\theta+\sin2\theta\sin\theta\\ \sin2\theta\cos\theta-\cos2\theta\sin\theta\end{pmatrix}
=\Delta\begin{pmatrix}\cos\theta\\ \sin\theta\end{pmatrix}.
$$

This is the upper state, with energy $s+\Delta$. The orthogonal vector belongs to $s-\Delta$, because the traceless part has trace zero. Thus

$$
|+\rangle=\cos\theta\,|a\rangle+\sin\theta\,|b\rangle,\qquad
|-\rangle=-\sin\theta\,|a\rangle+\cos\theta\,|b\rangle .
$$

The mean energy $s$ does not enter $\theta$. A tilt of the double cone, which is a linear term in $s$, therefore has no influence on the mixing angle at given $u$ and $v$.

The question is now how far $\theta$ moves on a counterclockwise circuit. From $\tan2\theta=v/u$,

$$
d\theta=\frac{u\,dv-v\,du}{2(u^2+v^2)} .
$$

Consider first the linear part on a circle, $(u,v)=\rho J\mathbf e$, with $\mathbf e=(\cos\varphi,\sin\varphi)$. Its derivative with respect to $\varphi$ is $\rho J\mathbf e'$. The numerator is the determinant of the matrix with columns $\rho J\mathbf e$ and $\rho J\mathbf e'$. It equals $\rho^2\det J$, since $\mathbf e$ and $\mathbf e'$ have determinant 1. Hence

$$
\frac{d\theta}{d\varphi}=\frac{\det J}{2|J\mathbf e|^2}.
$$

By singular-value decomposition, $J$ is a rotation, times a diagonal matrix with entries $g$ and $\kappa h$, times another rotation. Here $g,h>0$ and $\kappa=\operatorname{sgn}\det J$. One rotation adds a constant to $2\theta$ and the other shifts the zero of $\varphi$, so neither affects the change over a full circle. In the rotated coordinates

$$
\frac{d\theta}{d\varphi}=\frac{\kappa\,gh}{2(g^2\cos^2\varphi+h^2\sin^2\varphi)} .
$$

The four quadrants contribute equally. With $t=\tan\varphi$, so that $d\varphi=dt/(1+t^2)$ and $\cos^2\varphi=1/(1+t^2)$,

$$
\int_0^{2\pi}\frac{d\theta}{d\varphi}\,d\varphi
=4\,\frac{\kappa}{2}\int_0^\infty\frac{gh\,dt}{g^2+h^2t^2}
=2\kappa\left[\arctan\frac{ht}{g}\right]_0^\infty=\kappa\pi .
$$

The ellipticity $g/h$ decides how unevenly the angle turns along the circle, but not by how much in total. The directions of fastest and slowest turning are set by the rotation that fixed the zero of $\varphi$. For $g>h$ the magnitude of the rate lies between $h/2g$ at $\varphi=0$ and $g/2h$ at $\varphi=90^\circ$. A very elliptic cone does nearly all its turning in two narrow sectors.

The remainder $\mathbf q$ does not alter the total if the loop is small. Let $\sigma$ be the smaller of $g$ and $h$, so that $|J\mathbf r|\ge\sigma r$. For $0\le\tau\le1$,

$$
|J\mathbf r+\tau\mathbf q|\ge\sigma r-Kr^2>0\qquad\text{if}\quad 0<r<\sigma/K ,
$$

within the region where the bound on $\mathbf q$ holds. As $\tau$ grows from 0 to 1, the vector on the circle never vanishes. The number of turns it makes is an integer that varies continuously with $\tau$, so it stays at $\kappa$. The circle can also be replaced by any simple loop around the origin in this disc. Locally $\theta$ is a smooth function, so $\nabla\theta$ has no curl away from the origin, and Stokes' theorem in the region between the loop and a smaller circle gives both the same integral:

$$
\oint\nabla\theta\cdot d\mathbf l=\kappa\pi .
$$

This proves the Longuet-Higgins sign change. After the circuit $a$ and $b$ are back at their initial values, because they are smooth functions of position. But $\theta$ has become $\theta\pm\pi$, so $\cos\theta$ and $\sin\theta$ have both changed sign. Each of the two eigenvectors, followed continuously as a real vector, returns as its negative.

A converse also holds. Suppose a level is nondegenerate throughout a disc. Choose its real eigenvector at the centre and continue it outward along every radius. The projector on this one state is continuous, so neighbouring radii give neighbouring vectors, and the eigenvector is continuous on the whole disc. On the rim it then returns without a sign change. An observed sign change therefore proves that the level meets another one inside. The absence of a sign change does not exclude a degeneracy inside, as examples below show.

Now define the derivative coupling $\mathbf f=\langle-|\nabla+\rangle$. Reversing the sign of one of the states reverses $\mathbf f$; the convention here is the relative sign in the formulas for $|\pm\rangle$ above. On a circuit within a disc where the smooth basis $a,b$ exists, both states return with the same sign factor, because both depend on the same angle $\theta$. There $\mathbf f$ itself is single-valued. Differentiating $|+\rangle$ gives

$$
\nabla|+\rangle=|-\rangle\nabla\theta+\cos\theta\,|\nabla a\rangle+\sin\theta\,|\nabla b\rangle .
$$

For real normalized vectors $\langle a|\nabla a\rangle=\langle b|\nabla b\rangle=0$, and $\langle a|b\rangle=0$ implies $\langle a|\nabla b\rangle=-\langle b|\nabla a\rangle$. Projection on $\langle-|$ leaves

$$
\mathbf f=\nabla\theta+\cos^2\theta\,\langle b|\nabla a\rangle-\sin^2\theta\,\langle a|\nabla b\rangle
=\nabla\theta+\mathbf A,\qquad \mathbf A=\langle b|\nabla a\rangle .
$$

The first term is singular at the intersection, while $\mathbf A$ is smooth there. The singularity can also be seen by differentiating $(H-E_+)|+\rangle=0$ and projecting on $\langle-|$. This gives $\langle-|\nabla H|+\rangle+(E_--E_+)\mathbf f=0$, or

$$
\mathbf f=\frac{\langle-|\nabla H|+\rangle}{E_+-E_-} .
$$

The gap closes in proportion to $r$ and the coupling grows as $1/r$. The circumference shrinks as $r$, which leaves room for a finite loop integral.

Stokes' theorem may be applied to $\mathbf A$ over the whole interior $D$ of the loop, the origin included. Therefore

$$
\oint\mathbf f\cdot d\mathbf l=\kappa\pi+\iint_D(\partial_xA_y-\partial_yA_x)\,dx\,dy .
$$

The integrand on the right is bounded, so the second term is at most of the order of the enclosed area. As the loop shrinks to the intersection, the integral tends to $\kappa\pi$ for any ellipticity and any tilt. If $N=2$, the vectors $a$ and $b$ are constant and $\mathbf A=0$. The value is then $\kappa\pi$ at finite size as well, as long as no other degeneracy is enclosed. With further states present, $\pi$ is a limit, whereas the sign change is already complete at finite size.

The leading correction can be calculated. In $\partial_xA_y-\partial_yA_x$ the mixed second derivatives cancel:

$$
\partial_xA_y-\partial_yA_x=\langle\partial_xb|\partial_ya\rangle-\langle\partial_yb|\partial_xa\rangle .
$$

At the origin these derivatives have no component inside the pair space. Differentiating $P^2=P$ gives $(\partial P)P+P\,\partial P=\partial P$, and multiplication by $P$ from both sides gives $P(\partial P)P=0$. Hence $\partial S=0$ at the origin and $|\partial a\rangle=(\partial P)|a_0\rangle$, whose projection by $P$ vanishes. For the outer components, differentiate $H|a\rangle=W_{aa}|a\rangle+W_{ba}|b\rangle$ at the origin and project on an outer eigenvector $k$:

$$
\langle k|\partial H|a\rangle+E_k\langle k|\partial a\rangle=E_0\langle k|\partial a\rangle,
\qquad
\langle k|\partial a\rangle=-\frac{\langle k|\partial H|a\rangle}{E_k-E_0}.
$$

The same holds for $b$. With $X=\partial_xH$ and $Y=\partial_yH$ the two minus signs cancel in each product, and

$$
(\partial_xA_y-\partial_yA_x)_0=\sum_k\frac{X_{kb}Y_{ka}-Y_{kb}X_{ka}}{(E_k-E_0)^2}\equiv C .
$$

The leading deviation from $\kappa\pi$ is $C$ times the enclosed area. It contains the couplings to the outer states, but neither $g$ nor $h$ nor the tilt.

A four-state model with round parameters shows the sizes involved. Take $H=H_0+xX+yY$ with $E_0=0$ and outer levels $E_c=0.20$ and $E_d=0.30$ hartree. Within the pair, $u=gx$ and $v=hy$ to first order, with $g=0.04$ hartree/bohr, and $s=0.01\,x$ in the same units. The outer couplings, in hartree/bohr, are $X_{ac}=0.03$, $X_{ad}=0.02$, $X_{bc}=-0.02$, $X_{bd}=0.01$ and $Y_{ac}=0.02$, $Y_{ad}=0.01$, $Y_{bc}=0.04$, $Y_{bd}=0.03$. Then

$$
C=\frac{(-0.02)(0.02)-(0.04)(0.03)}{0.20^2}+\frac{(0.01)(0.01)-(0.03)(0.02)}{0.30^2}
=-0.0456\ \text{bohr}^{-2}.
$$

The numerical check follows the eigenvectors of the full matrix around circles and integrates $\mathbf f$ from their finite differences. The table gives the loop integral minus $\pi$, in units of $10^{-3}$ rad, for three values of $h$ in hartree/bohr. The finite differences leave an uncertainty of about one unit in the last digit.

| Radius (bohr) | $h=0.04$ | $h=0.01$ | $h=0.002$ | $C\pi\rho^2$ |
|---|---|---|---|---|
| 0.20 | −5.715 | −5.704 | −5.702 | −5.725 |
| 0.10 | −1.431 | −1.430 | −1.430 | −1.431 |
| 0.05 | −0.358 | −0.358 | −0.358 | −0.358 |

From a circular cone to one with $g/h=20$ the integral is nearly the same, and its distance from $\pi$ falls with the area. At the largest radius it is 0.2% of $\pi$. On all nine circles the two states of the pair return with reversed signs. The outer states $c$ and $d$ return unchanged, as the converse requires of levels that meet no other inside the loop.

The local coupling is far less uniform. For $g/h=20$ the linear cone gives $d\theta/d\varphi=0.025$ at $\varphi=0$ and 10.0 at $\varphi=90^\circ$. The component $f_\varphi=\langle-|\partial_\varphi+\rangle$ computed at $90^\circ$ is 10.02 at a radius of 0.001 bohr, but 11.17 at 0.05 bohr. There the local coupling is 12% above its linear-cone value, while the integral differs from $\pi$ by about 0.01%.

The outer states cause this local change. Eliminating their amplitudes, $c_k\approx-(V_{ka}c_a+V_{kb}c_b)/E_k$ with $V=xX+yY$, adds $-\sum_kV_{ak}V_{kb}/E_k$ to $W_{ab}$ at second order. On the $y$ axis this gives

$$
v\approx hy-\gamma y^2,\qquad
\gamma=\frac{(0.02)(0.04)}{0.20}+\frac{(0.01)(0.03)}{0.30}=0.005\ \text{hartree/bohr}^2 .
$$

At $\varphi=90^\circ$ one has $u\approx0$ and $du/d\varphi\approx-g\rho$, so $d\theta/d\varphi\approx g\rho/2v\approx g/[2(h-\gamma\rho)]$, which exceeds $g/2h$. At $\rho=0.05$ bohr this estimate is 11.4, against the computed 11.17. The same elimination also adds $0.0043\,y^2-0.0067\,xy$ to $u$ near the $y$ axis. These terms were dropped here because they change the rate only by the relative amounts $u^2/v^2\approx1.5\%$ and $0.0067\rho/g\approx0.8\%$; restoring them lowers the estimate to about 11.2.

The same formula shows what "small" must mean. It makes $v$ vanish again at $y=h/\gamma$, which is 0.40 bohr for $h=0.002$ hartree/bohr. The full matrix does have a second intersection, at $x=-0.021$, $y=0.430$ bohr. In this estimate its distance is proportional to $h$, just as the sufficient radius $\sigma/K$ shrinks with the smaller slope at fixed $K$. The limit $\pi$ holds for every ellipticity, but a flatter cone may need a smaller loop.

At the second intersection $\partial v/\partial y\approx h-2\gamma y=-h$ and, with the $xy$ term of $u$ included, $\partial u/\partial x\approx g-0.0067\,y\approx0.0373$ hartree/bohr. The same second-order terms give $\partial u/\partial y\approx0.0035$ and $\partial v/\partial x\approx-0.0025$ hartree/bohr at $y=0.40$ bohr. Hence $\det J\approx(0.0373)(-0.002)-(0.0035)(-0.0025)\approx(-7.5+0.9)\times10^{-5}$ hartree$^2$/bohr$^2$ is negative, and the integral should be near $-\pi$. A circle of radius 0.05 bohr around it alone gives −3.1420 rad. A circle of radius 0.80 bohr about the origin encloses both intersections. The two contributions $\pm\pi$ cancel, both states return with their original signs, and the integral is −0.086 rad, all of it from $\mathbf A$. Two degeneracies are inside, yet there is no sign change.

A loop need not be centred on the intersection, but it must enclose it. For $h=0.01$ hartree/bohr, an ellipse with semiaxes 0.06 and 0.04 bohr, centred at $(0.03,0.02)$ bohr, contains the origin and gives 3.1412 rad. A circle of radius 0.05 bohr centred at $(0.10,0)$ bohr does not contain it. There the integral is −0.0004 rad and no sign changes.

The condition $\det J\ne0$ is sufficient for the sign change, and without it the result may or may not hold. For $u=gx$ and $v=ky^3$ with $k>0$ the vector $(u,v)$ still passes once through the four quadrants in order, so $\theta$ advances by $\pi$ and the signs reverse although $\det J=0$. In the following two cases they do not. For $u=k(x^2-y^2)$ and $v=2kxy$ with $k>0$, one has $u+iv=k(x+iy)^2$. Thus $2\theta=2\varphi$, $\theta$ advances by $2\pi$, and the states return unchanged. For $u=gx$ and $v=ky^2$ with $k>0$, $v$ is never negative. The vector $(u,v)$ cannot turn around the origin, and $\theta$ returns to its initial value. The computed two-state integrals are $2\pi$ and zero. Both points are degeneracies, but neither is conical, and neither reverses the sign of the electronic state.

## Computed values

```
outer levels c, d: 0.20, 0.30 Eh
slope g: 0.040 Eh/a0; tilt along x: 0.010 Eh/a0
outer couplings in Eh/a0, order ac, ad, bc, bd:
  dH/dx: 0.03 0.02 -0.02 0.01
  dH/dy: 0.02 0.01 0.04 0.03
curl A at the intersection: -0.045556 a0^-2
pi: 3.141593 rad
h (Eh/a0), g/h, radius (a0), integral (rad), minus pi, area law (rad)
  0.040   1.0 0.20 3.135878 -0.005715 -0.005725
  0.040   1.0 0.10 3.140162 -0.001431 -0.001431
  0.040   1.0 0.05 3.141235 -0.000358 -0.000358
  0.010   4.0 0.20 3.135889 -0.005704 -0.005725
  0.010   4.0 0.10 3.140163 -0.001430 -0.001431
  0.010   4.0 0.05 3.141235 -0.000358 -0.000358
  0.002  20.0 0.20 3.135891 -0.005702 -0.005725
  0.002  20.0 0.10 3.140163 -0.001430 -0.001431
  0.002  20.0 0.05 3.141235 -0.000358 -0.000358
return signs, lower, upper, c, d: -1 -1 1 1
g/h = 20, f_phi at phi = 90 deg (per rad):
  radius 0.050 a0: 11.1733
  radius 0.001 a0: 10.0233
  linear cone: 10.0000; at phi = 0: 0.0250
displaced ellipse, h = 0.010 Eh/a0, centre (0.03, 0.02) a0,
  semiaxes 0.06, 0.04 a0: integral 3.141245 rad
circle beside it, centre (0.10, 0) a0, radius 0.05 a0:
  integral -0.000367 rad; signs 1 1
second intersection, h = 0.002 Eh/a0: x -0.0214, y 0.4303 a0
  second-order estimate of y: 0.4000 a0
  circle around it alone, radius 0.05 a0: -3.141956 rad
  circle around both, radius 0.80 a0: -0.085989 rad; signs 1 1
skewed two-state cone, tilt 0.10 Eh/a0, radius 0.50 a0:
  det J -0.001100 Eh^2/a0^2; integral -3.141593 rad
u = k(x^2-y^2), v = 2kxy: 6.283185 rad; signs 1 1
u = gx, v = ky^2: 0.000000 rad (modulus); signs 1 1
```
